Path length and projected range for heavy ions in light targets, part 2

A heavy ion slows down through elastic collisions with lighter atoms in a random, infinite medium. R is its mean path length and Rp its mean projected range, taken along the initial direction. Electronic energy loss is neglected so far.

M1 and M2 are the masses of ion and target atom, μ = M2/M1, N is the density of atoms, E the ion energy, T the energy transfer and t = T/E. The deflection is φ in the laboratory and θ in the centre-of-mass frame:

cosφ = [1 − (1 + μ)t/2] / √(1 − t),  (1)

t = γ sin²(θ/2), γ = 4μ/(1 + μ)².  (2)

For the repulsive interaction energy A/r² and impact parameter b, the impulse along a nearly straight path gives small deflections θ = πA/(2 E_c b²), where E_c = μE/(1 + μ) is the energy of relative motion. Replacing θ by 2 sin(θ/2) extrapolates this to large angles and gives

dσ = (C/E) t^(−3/2) dt, 0 < t < γ, C = π²A/(4√μ).  (3)

The transport equations for the two ranges are

N ∫ dσ [R(E) − R(E − T)] = 1,  (4)

N ∫ dσ [Rp(E) − cosφ Rp(E − T)] = 1.  (5)

With (3), a change of E only magnifies the whole track, so both ranges are proportional to E. With ⟨f⟩ the integral of f(t) t^(−3/2) from 0 to γ, and the constant stopping power S = NC⟨t⟩,

R = E/S,  (6)

R/Rp = ⟨1 − (1 − t) cosφ⟩/⟨t⟩,

R/Rp = 1 + ⟨(1 − t)(1 − cosφ)⟩/⟨t⟩.  (7)

For small μ this leads to the rule (9):

1 − cosφ = μt/2 − t²/8 + …  (8)

R/Rp ≈ 1 + μ/3 = 1 + M2/(3 M1).  (9)

The value 1/3 is conditional on the distribution of energy transfers and on how stopping varies with energy. The first question is how small μ must be for the rule to be usable.

**A.** For μ ≤ 1 the integral can be done in closed form, and that answers the question. Insert cosφ into the numerator and call it J. Since (1 − t)/√(1 − t) = √(1 − t),

J = ∫ t^(−3/2) {1 − [1 − (1 + μ)t/2] √(1 − t)} dt = J1 + ½(1 + μ) J2,

J1 = ∫ t^(−3/2) [1 − √(1 − t)] dt,

J2 = ∫ t^(−1/2) √(1 − t) dt.

Substitute t = sin²α, so that dt = 2 sinα cosα dα and √(1 − t) = cosα. The upper limit α_m satisfies

sinα_m = √γ = 2√μ/(1 + μ), cosα_m = (1 − μ)/(1 + μ).

The cosine must not be negative, and this is where μ ≤ 1 is needed. From tan(α/2) = sinα/(1 + cosα) it follows that tan(α_m/2) = √μ, and so α_m = 2 arctan√μ.

For the first integral, use sin²α = (1 − cosα)(1 + cosα):

J1 = 2 ∫ cosα (1 − cosα)/sin²α dα = 2 ∫ cosα/(1 + cosα) dα.

The integrand is 1 − 1/(1 + cosα), and the integral of 1/(1 + cosα) is tan(α/2). Hence

J1 = 2α_m − 2√μ.

The second integral is

J2 = 2 ∫ cos²α dα = α_m + sinα_m cosα_m = α_m + 2√μ(1 − μ)/(1 + μ)².

Adding the parts gives

J = ½(5 + μ) α_m − 2√μ + √μ(1 − μ)/(1 + μ).

Finally divide by ⟨t⟩ = 2√γ = 4√μ/(1 + μ), and insert α_m = 2 arctan√μ. The last two terms of J contribute −2(1 + μ) + (1 − μ) = −1 − 3μ inside the bracket:

R/Rp = ¼ [(1 + μ)(5 + μ) arctan(√μ)/√μ − 1 − 3μ].  (10)

**Q.** Does that reduce to 1 + μ/3, and what comes next?

**A.** Use the series

arctan(√μ)/√μ = 1 − μ/3 + μ²/5 − μ³/7 + …

and multiply it by (1 + μ)(5 + μ) = 5 + 6μ + μ². The coefficients of the product are

constant: 5,

μ: 6 − 5/3 = 13/3,

μ²: 1 − 6/3 + 5/5 = 0,

μ³: −1/3 + 6/5 − 5/7 = 16/105.

Subtracting 1 + 3μ and dividing by 4 gives

R/Rp = 1 + μ/3 + 0·μ² + 4μ³/105 + …  (11)

The quadratic term is absent and the cubic one has a small coefficient. The rule therefore remains accurate at mass ratios that are not very small:

- μ = 0.25: formula (10) gives 1.0838, the rule 1.0833.
- μ = 0.50: formula (10) gives 1.1702, the rule 1.1667.
- μ = 1.00: formula (10) gives 1.3562, the rule 1.3333.

At equal masses the rule is 1.7 % below the value from (10). This is its error relative to the model with the cross section (3), not relative to a real material.

**Q.** Now to the condition you insisted on at the start. What happens with a different cross section?

**A.** Take a repulsive interaction energy proportional to r^(−s). The impulse argument gives a small deflection θ proportional to 1/(E b^s), because the potential at distance b sets its size. Since θ is proportional to √t at fixed masses, b² is proportional to (E√t)^(−2/s). With m = 1/s, and with the same extrapolation to large angles, the cross section is

dσ = C E^(−2m) t^(−1−m) dt, 0 < t < γ.  (12)

The constant C is now a different one for each m. The inverse-square case is m = 1/2. I take 0 < m < 1. The upper limit is needed for the energy loss in soft collisions to be finite.

The magnification argument still works. The distribution of t does not depend on energy and the mean free paths scale as E^(2m), so both ranges are proportional to E^(2m). Put this into the two transport equations. With ⟨f⟩ now standing for the integral of f(t) t^(−1−m), their ratio is

R/Rp = ⟨1 − (1 − t)^(2m) cosφ⟩/⟨1 − (1 − t)^(2m)⟩.

Split the numerator as before:

R/Rp = 1 + ⟨(1 − t)^(2m) (1 − cosφ)⟩/⟨1 − (1 − t)^(2m)⟩.

For small μ, the denominator is 2m⟨t⟩ and the numerator is μ⟨t⟩/2 − ⟨t²⟩/8. The moments are

⟨t⟩ = γ^(1−m)/(1 − m), ⟨t²⟩ = γ^(2−m)/(2 − m),

so that ⟨t²⟩/⟨t⟩ = γ(1 − m)/(2 − m) ≈ 4μ(1 − m)/(2 − m). The numerator becomes

(μ/2)⟨t⟩ [1 − (1 − m)/(2 − m)] = μ⟨t⟩/[2(2 − m)].

Dividing by 2m⟨t⟩ gives

R/Rp ≈ 1 + μ/[4m(2 − m)].  (13)

The coefficient is 0.45 for m = 1/3, 1/3 for m = 1/2, and 0.27 for m = 3/4. These values belong to the extrapolated cross section (12). Exact classical scattering by r^(−s) gives 0.27 for s = 4/3 and 0.43 for s = 3. The gap widens for steeper potentials: for s = 6 the exact value is 0.69 and (13) gives 0.82. Setting 4m(2 − m) = 3 gives m = 1/2 or m = 3/2, and the second lies outside the allowed interval. Within this family, then, the coefficient 1/3 belongs to m = 1/2 alone.

**Q.** Real atoms repel each other through a screened Coulomb potential, not a power of r. Which m should I take?

**A.** No single one fits all energies. Consider the simple form V proportional to exp(−r/a)/r, with a the screening length. Its local steepness is

−d ln V/d ln r = 1 + r/a.

This equals 2 at r = a, so m = 1/2 describes the collisions reasonably while the important ones take place at distances near the screening length. At lower energies the ion is turned aside farther out, where the potential is steeper. The effective m is then smaller, and (13) suggests a larger coefficient. At higher energies closer approaches matter, m moves towards 1, and the coefficient decreases. But an ion passes through a range of energies as it slows down, and the later collisions, with their smaller m, also shape the ratio. The coefficient can therefore be well above the value that (13) gives for the m at the initial energy. Equation (13) is a guide to the trend and not a solution for the screened potential.

**Q.** The case m = 1/2 has constant stopping power. Could I simply say that the rule holds when the nuclear stopping power is constant?

**A.** No. Here is a counterexample. Let all fractional transfers be equally likely, with dσ = (B/E) dt for 0 < t < γ and B a constant. The stopping power is

S = N ∫ T dσ = NB ∫ t dt = NBγ²/2,

which is constant. The ranges are again proportional to E, and the formula for R/Rp has the same form as for m = 1/2, with the weight t^(−3/2) replaced by 1. Then ⟨t⟩ = γ²/2 and ⟨t²⟩ = γ³/3, so their ratio is 2γ/3 ≈ 8μ/3. The coefficient follows from

μ/2 − (1/8)(8μ/3) = μ/2 − μ/3 = μ/6.

Constant stopping with this spectrum gives half the correction. More of the energy goes into nearly head-on collisions, which slow a heavy ion without turning it much.

**Q.** That makes me return to the extrapolation of θ to 2 sin(θ/2). It alters the hard collisions, and you have just shown that they matter.

**A.** For the inverse-square potential the exact classical deflection is available, so the effect can be calculated. Let a² now denote A/E_c, with E_c the energy of relative motion, and put u = 1/r. The angle swept between infinity and closest approach is

∫ b du/√(1 − b²u² − a²u²) = (π/2) b/√(a² + b²),

where u runs from 0 to the zero of the root, 1/√(a² + b²). The deflection is π minus twice this angle:

θ = π [1 − b/√(a² + b²)].  (14)

For b much larger than a this becomes πa²/(2b²), the small-angle result used earlier.

Because a² is proportional to 1/E, the cross section is still 1/E times a function of t, and the ranges remain proportional to E. Write t = γy with y = sin²(θ/2), and γ ≈ 4μ. The leading correction is

μ/2 − ⟨t²⟩/(8⟨t⟩) = (μ/2)[1 − ⟨y²⟩/⟨y⟩],

where the averages are now integrals over b db. Numerical integration with (14) gives the coefficient 0.332. The extrapolated cross section has ⟨y²⟩/⟨y⟩ = 1/3 and hence the coefficient 1/3. For this potential the extrapolation changes the coefficient by less than one per cent.

**Q.** All this rests on equations for mean values. Do individual tracks behave that way?

**A.** They can be simulated directly by a Monte Carlo calculation. For each ion one draws an exponentially distributed free path, a value of t from the cross section, and a random azimuth ψ. If c is the cosine between the current and the initial direction, the new value after a collision is

c′ = c cosφ + √(1 − c²) sinφ cosψ.

The path lengths are summed, and so are the path lengths multiplied by c. The total cross section must be finite for this, so transfers with t < 0.001γ are left out.

For μ = 0.25 and 40 000 ions, the ratio of the mean path length to the mean projected displacement is 1.0822, with a standard error of 0.0003. Numerical integration of the range formula with the same cutoff gives 1.0825. Without the cutoff it is 1.0838.

**Q.** Why does leaving out soft collisions lower the ratio?

**A.** Let the lower limit be ηγ, here with η = 0.001. Then

⟨t²⟩/⟨t⟩ = (γ/3)(1 − η^(3/2))/(1 − η^(1/2)).

For 0 < η < 1 this is larger than γ/3, because η^(3/2) is smaller than η^(1/2). The subtracted term ⟨t²⟩/(8⟨t⟩) grows, and the correction to R/Rp shrinks. This argument is of leading order in μ and must be used with γ ≈ 4μ. It then gives a drop of 0.0014 at μ = 0.25, close to the 0.0013 found by integration. In physical terms, when the target atom is much lighter than the ion, soft collisions produce more 1 − cosφ per unit of energy lost than hard ones do.

**Q.** What does "nuclear-dominated" mean in numbers? There is some electronic stopping in any real target.

**A.** Treat electronic stopping as a smooth loss κ√E per unit path that causes no deflection. During the short path δ the energy then falls by κ√E δ, which adds a derivative term to each transport equation. For the projected range,

N ∫ dσ [Rp(E) − cosφ Rp(E − T)] + κ√E dRp/dE = 1.

The equation for R is the same with cosφ replaced by 1. To first order in κ, try a0 E + a1 E^(3/2) for either range. When the collision integral acts on E^p, it gives NC E^(p−1) I(p), where

I(p) = ⟨1 − (1 − t)^p⟩ for R,

I(p) = ⟨1 − (1 − t)^p cosφ⟩ for Rp,

again with the weight t^(−3/2). The terms proportional to √E must cancel:

NC a1 I(3/2) + κ a0 = 0.

Let x = κ√E/S be the ratio of electronic to nuclear stopping at the initial energy. With S = NC⟨t⟩, either range is

a0 E [1 − x⟨t⟩/I(3/2)].

Call the two integrals I_R and I_p. To first order in x,

R/Rp = (R/Rp at x = 0) · [1 + x⟨t⟩(1/I_p − 1/I_R)].  (15)

For small μ, both integrals are close to (3/2)⟨t⟩, and their difference is I_p − I_R = ⟨(1 − t)^(3/2) (1 − cosφ)⟩ ≈ (μ/3)⟨t⟩. Thus

⟨t⟩(1/I_p − 1/I_R) = −⟨t⟩(I_p − I_R)/(I_p I_R) ≈ −(μ/3)/(9/4) = −4μ/27.

To first order in μ and x this gives

R/Rp ≈ 1 + μ/3 − 4μx/27 = 1 + (μ/3)(1 − 4x/9).  (16)

Electronic stopping takes energy that would otherwise have gone into deflecting collisions, so the track is straighter. At x = 0.1 the correction μ/3 is reduced by about 4 % of itself. When x is not small, the expansion no longer applies.

**Q.** Give me a case with lengths in it.

**A.** Take round model parameters: M1 = 120 u, M2 = 30 u, E = 100 keV, and a constant nuclear stopping power S = 2 keV/nm. Then

μ = 30/120 = 0.25,

γ = 4 · 0.25/1.25² = 0.64,

R = 100/2 = 50 nm.

The rule gives

R/Rp = 1 + 0.25/3 = 1.0833, Rp = 50/1.0833 = 46.15 nm.

Formula (10) gives R/Rp = 1.0838 and Rp = 46.13 nm. The rule is too long by 0.02 nm within the model. Bending of the track shortens the mean projected range by 3.9 nm compared with the path length. These lengths hold for the model alone. The parameters resemble antimony in silicon, but there the stopping is not constant. With a realistic screened potential (ZBL) the nuclear stopping falls from about 2.0 keV/nm at 100 keV to about 1.2 keV/nm at 10 keV, and the leading coefficient is about 0.45, not 1/3, when the ion is followed down to 10 eV.

**Q.** And if one tenth as much electronic stopping is added at the initial energy?

**A.** Then x = 0.1, and (16) gives

R/Rp = 1 + (0.25/3)(1 − 0.4/9) = 1.0796.

Evaluating (15) by numerical integration, without expanding in μ, gives 1.0798. Both numbers are first order in x. Carrying the expansion in powers of √E to higher order gives 1.0801, with R = 46.7 nm and Rp = 43.3 nm. Do not divide the old 50 nm by this ratio. The added stopping shortens the path itself, so R has to be recalculated first.

**Q.** So where would you refuse to use the rule?

**A.** I would not use it in a crystal when the ion enters along a channel, because the collisions are then not random. Nor would I use it when electronic stopping is comparable with nuclear stopping, or when the target atom is heavier than the ion. For a screened potential the coefficient 1/3 is not assured even if m is near 1/2 at the initial energy, because m changes as the ion slows down. A reliable value then requires solving the transport equations, or simulating tracks, with that potential and down to a stated final energy. The choice of that energy can matter, because at low energy the ion meets the steep outer part of the potential, and the slowest part of the track then counts for more than it does at m = 1/2. Near a surface, ions that leave the target would also have to be counted separately, since both means were taken in an infinite medium.
